\section*{Slab surface energies: thickness drift and its removal by a linear fit}

\section*{The balance of energies}

\textbf{Q:} I need a surface energy for a metal contact film. The calculated value keeps changing as the slab is made thicker, in nearly equal steps. I expected it to settle once the two faces were far apart. What is being subtracted from what?

\textbf{A:} Take a slab of $N$ identical layers with two equal faces, each of area $A$. Let $E(N)$ be its total energy per surface cell. The usual estimate removes $N$ layers of bulk and shares the rest between the faces:
\begin{equation}
\gamma_N=\frac{E(N)-N e_{\rm ref}}{2A}.
\label{est}
\end{equation}
Here $e_{\rm ref}$ is the energy per layer from a separate bulk calculation.

Now consider $E(N)$ itself. Suppose that forces are short ranged or screened, and that the faces carry no net charge or polarity. The energy assigned to a layer then approaches a constant value $e$ deep inside the slab. Let $u_i$ be the excess of the $i$th layer from a face. If the faces do not feel each other, summing over layers gives $Ne+2\sum_i u_i$. The second term is the cost of two faces, $2A\gamma$. With the remaining interaction of the faces called $\delta(N)$,
\begin{equation}
E(N)=Ne+2A\gamma+\delta(N),\qquad \delta(N)\to0 .
\label{linear}
\end{equation}
Putting this into (\ref{est}) gives
\begin{equation}
\gamma_N=\gamma+\frac{N(e-e_{\rm ref})}{2A}+\frac{\delta(N)}{2A}.
\label{drift}
\end{equation}
The middle term is your drift. In thick enough slabs $\delta$ is negligible, but every added layer brings in the mismatch $e-e_{\rm ref}$ once more. If the reference lies too high, $\gamma_N$ falls with thickness; if too low, it rises.

\textbf{Q:} But both numbers describe the same crystal. If my bulk calculation is well converged, why should $e_{\rm ref}$ differ from $e$?

\textbf{A:} Because $e$ is the energy of an added layer \emph{with the slab's numerical settings}. It contains whatever error those settings make per layer. A reference free of that error does not cancel it. A model that can be solved by hand shows this for the sampling of electron wavevectors.

\section*{A metal that can be solved}

\textbf{Q:} What is in the model?

\textbf{A:} A simple cubic lattice with spacing $a$, one orbital per atom, nearest-neighbour hopping $-t$ and one electron per atom. One atom occupies each surface cell, so $A=a^2$. Electron occupations are smeared with a width $kT$, and ``energy'' means the electronic free energy. Repulsion between atoms is left out for now.

Reversing the sign of the orbital on every second atom turns the Hamiltonian $H$ into $-H$. Levels therefore come in pairs $\pm\varepsilon$ with equal weight on each atom. The Fermi function obeys $f(\varepsilon)+f(-\varepsilon)=1$ at chemical potential $\mu=0$, so each atom, at the surface too, holds one electron counting both spins. No charge moves to the faces. Since $\mu=0$, the free energy equals the grand potential, a sum over levels of
\begin{equation}
g(\varepsilon)=-2kT\ln\!\left(1+e^{-\varepsilon/kT}\right),
\end{equation}
where the factor 2 counts spin. An evenly spaced in-plane mesh that contains the zero wavevector, as here, must have an even number of points per direction to keep the pairing.

For one in-plane wavevector the slab is an open chain of $N$ sites, shifted by the in-plane energy $\varepsilon_\parallel=-2t(\cos k_x+\cos k_y)$, with wavevectors in units of $1/a$. Try $\psi_j=\sin j\theta$:
\begin{equation}
-t(\psi_{j-1}+\psi_{j+1})=-2t\cos\theta\,\psi_j .
\end{equation}
The missing neighbours require $\psi_0=\psi_{N+1}=0$. The first holds already; the second gives
\begin{equation}
\theta_p=\frac{p\pi}{N+1},\qquad p=1,\dots,N .
\end{equation}

\textbf{Q:} How does that sum over standing waves become bulk plus surface?

\textbf{A:} Define $G(\theta)=g(\varepsilon_\parallel-2t\cos\theta)$, which is even and has period $2\pi$. Extend the points to a full circle, $p=0,\dots,2N+1$. The points $p$ and $2N+2-p$ give equal values, while $\theta=0$ and $\theta=\pi$ occur once each:
\begin{equation}
\sum_{p=0}^{2N+1}G(\theta_p)=G(0)+G(\pi)+2\sum_{p=1}^{N}G(\theta_p).
\end{equation}
The left side is $2N+2$ times the mean over $2N+2$ equally spaced points, which is what a periodic bulk calculation with that many perpendicular wavevectors evaluates. Let $T_M$ be the bulk energy per atom with $M$ perpendicular points and the slab's in-plane mesh. Solving for the last sum and averaging over the in-plane mesh, written $\langle\cdots\rangle$,
\begin{equation}
E(N)=(N+1)T_{2N+2}-\tfrac12\langle G(0)+G(\pi)\rangle .
\label{identity}
\end{equation}
This is an identity for every $N$ in this model. Write $T_{2N+2}=T_\infty+(T_{2N+2}-T_\infty)$ and compare with (\ref{linear}):
\begin{align}
e&=T_\infty,\label{ebulk}\\
2A\gamma&=T_\infty-\tfrac12\langle G(0)+G(\pi)\rangle,\label{surface}\\
\delta(N)&=(N+1)(T_{2N+2}-T_\infty).
\end{align}
Equation (\ref{ebulk}) answers your objection. The matching bulk keeps the slab's in-plane mesh, coarse or not, and has a converged mesh perpendicular to the faces.

\textbf{Q:} How quickly does $\delta$ vanish?

\textbf{A:} Expand $G(\theta)=\sum_m G_m e^{im\theta}$. A mean over $M$ equally spaced points keeps the terms with $m$ a multiple of $M$, and $G_{-m}=G_m$, so
\begin{equation}
T_M-T_\infty=2\sum_{l=1}^{\infty}\langle G_{lM}\rangle .
\label{alias}
\end{equation}
For a periodic function analytic in a strip $|{\rm Im}\,\theta|<\kappa$, moving the integration path for $G_m$ towards the strip's edge shows that $G_m$ decays as $e^{-\kappa m}$, apart from slower factors. The singularities of $g$ nearest the real axis are at $\varepsilon=\pm i\pi kT$. Set $\theta=x+iy$. The imaginary part of $\varepsilon_\parallel-2t\cos\theta$ is $2t\sin x\sinh y$, so $|\sinh y|=\pi kT/(2t|\sin x|)$. This is smallest for $|\sin x|=1$, which belongs to $\varepsilon_\parallel=0$:
\begin{equation}
\sinh\kappa=\frac{\pi kT}{2t}.
\label{kappa}
\end{equation}
With smearing, $\delta(N)$ thus decays roughly as $e^{-2\kappa(N+1)}$.

\section*{Numbers for three references}

\textbf{Q:} Please show me a case with ordinary settings.

\textbf{A:} I take $t=2$ eV, $a=0.3$ nm and $kT=0.4$ eV, so $A=0.09$ nm$^2$. Equation (\ref{kappa}) gives $\sinh\kappa=0.314$ and $\kappa=0.31$. For the thinnest slab used, $N=12$, the decay factor is $e^{-26\kappa}\approx3\times10^{-4}$. A bulk mesh with 8 perpendicular points has $e^{-8\kappa}\approx0.08$, which is far from negligible.

The slabs have an $8\times8$ in-plane mesh. Three bulk meshes give
\begin{align*}
8\times8\times8:&\quad -4.03580\ {\rm eV},\\
48\times48\times48:&\quad -4.04724\ {\rm eV},\\
8\times8\times400:&\quad -4.04425\ {\rm eV}.
\end{align*}
The resulting $\gamma_N$, in J/m$^2$, are:

\begin{center}
\begin{tabular}{ccccc}
$N$ & $E(N)$ (eV) & $8^3$ & $48^3$ & $8^2\times400$\\
12 & $-47.84903$ & 0.5167 & 0.6390 & 0.6071\\
16 & $-64.02590$ & 0.4867 & 0.6497 & 0.6072\\
20 & $-80.20291$ & 0.4566 & 0.6604 & 0.6072\\
24 & $-96.37992$ & 0.4265 & 0.6710 & 0.6072
\end{tabular}
\end{center}

For the first reference, (\ref{drift}) predicts a drift per layer of
\begin{equation}
\frac{-4.04425+4.03580}{2(0.09)}=-0.0469\ {\rm eV/nm^2}=-0.0075\ {\rm J/m^2},
\end{equation}
using $1\ {\rm eV/nm^2}=0.16022$ J/m$^2$. The table falls by $0.0902$ J/m$^2$ over 12 layers, which is the same rate. A mismatch of 8 meV, or 0.2\% of the bulk energy, has made the surface energy 30\% too low at 24 layers, relative to the matched value.

\textbf{Q:} The dense bulk mesh drifts too, the other way.

\textbf{A:} Yes. It is the best converged of the three bulk calculations, but it lies 3.0 meV below the energy of a layer in these slabs, because the slabs keep their $8\times8$ error. The drift is $+0.0027$ J/m$^2$ per layer, and the estimate is 11\% too high at 24 layers. The $8\times8\times8$ bulk shares the slab's in-plane mesh but has its own perpendicular error, given by (\ref{alias}) with $M=8$. The third reference shares the first error and lacks the second, and its column stays level.

\section*{What the fit does}

\textbf{Q:} I was told to plot total energy against layer number and fit a line. Why is that better than a good bulk calculation?

\textbf{A:} The slope measures the energy of an added layer inside the slabs themselves. Two slabs already show it:
\begin{equation}
e\approx\frac{E(24)-E(12)}{12}=\frac{-48.53089}{12}=-4.04424\ {\rm eV}.
\end{equation}
Extrapolating to $N=0$ leaves $E(12)-12e\approx0.682$ eV, the cost of two faces.

For $m$ slabs with mean layer number $\bar N$, let $S=\sum_N(N-\bar N)^2$. Least squares gives the slope $s=\sum_N(N-\bar N)E(N)/S$ and the intercept $b=\bar E-\bar N s$. Collecting the factors of $E(N)$,
\begin{equation}
b=\sum_N w_N E(N),\qquad w_N=\frac1m-\frac{\bar N(N-\bar N)}{S}.
\label{weights}
\end{equation}
Since $\sum_N(N-\bar N)=0$ and $\sum_N(N-\bar N)N=S$,
\begin{equation}
\sum_N w_N=1,\qquad \sum_N w_N N=\bar N-\bar N=0 .
\label{sums}
\end{equation}
Insert (\ref{linear}):
\begin{equation}
b=2A\gamma+\sum_N w_N\,\delta(N).
\end{equation}
Any energy proportional to $N$ has dropped out, whatever its source. For the same reason, a line fitted to drifting values of $\gamma_N$ has the same intercept, $b/(2A)$, so your existing data can be rescued without a new bulk calculation if all the slabs used the same settings and are thick enough for $\delta(N)$ to be negligible.

The 13 slabs from $N=12$ to 24 give a slope of $-4.04425$ eV, equal to the matched bulk energy to the digits shown, and $b=0.68208$ eV. Hence
\begin{equation}
\gamma=\frac{0.68208}{0.18}=3.789\ {\rm eV/nm^2}=0.607\ {\rm J/m^2}.
\end{equation}
Formula (\ref{surface}) gives $0.68215$ eV for the two faces. Cutting open a closed ring of 40 layers, with the same in-plane mesh, costs $0.68215$ eV as well. That test uses the definition of surface energy and needs no fit; the closed ring serves as the bulk.

\textbf{Q:} An intercept is an extrapolation. Doesn't it amplify small errors?

\textbf{A:} It does. Let each slab energy have an independent random error of standard deviation $\sigma$. The variance of $b$ is $\sigma^2\sum_N w_N^2$. The cross term in the square vanishes because $\sum_N(N-\bar N)=0$, so
\begin{equation}
\sigma_b=\sigma\sqrt{\frac1m+\frac{\bar N^2}{S}} .
\end{equation}
Here $m=13$, $\bar N=18$ and $S=182$, so $\sigma_b=1.36\,\sigma$. An error of 1 meV per slab becomes 1.4 meV in $2A\gamma$, or 0.0012 J/m$^2$. A wide range of thickness helps through $S$; a short series of thick slabs is a poor choice.

\section*{Where the fit fails}

\textbf{Q:} Can I coarsen the mesh for the thicker slabs to save time?

\textbf{A:} Not within one fit. The cancellation in (\ref{sums}) needs the same error per layer in every slab. With a $6\times6$ in-plane mesh from $N=18$ upward, and all else fixed, the fitted value becomes 0.881 J/m$^2$ instead of 0.607.

The weights show why the damage is large. If the energy per layer changes by $\Delta e$ from $N=18$ on, the intercept moves by $\Delta e\sum_{N\ge18}w_N N$. With $n=N-18$ running from 0 to 6, we have $\sum n=21$ and $\sum n^2=91$, so
\begin{align}
\sum_{N\ge18}w_N&=\frac7{13}-\frac{18(21)}{182}=-1.54,\\
\sum_{N\ge18}w_N N&=18(-1.54)+\frac{21}{13}-\frac{18(91)}{182}=-35.1 .
\end{align}
The observed shift in $2A\gamma$ is 0.307 eV. If the change in the surface term itself is neglected, it corresponds to $\Delta e\approx-9$ meV.

\textbf{Q:} And if I reduce the smearing to room temperature?

\textbf{A:} Then $\delta(N)$ is no longer small. In the limit $kT\to0$, $g=2\min(\varepsilon,0)$, so $G$ has a kink at each Fermi angle $\pm\theta_F$, where $\varepsilon_\parallel=2t\cos\theta_F$. Such angles exist for $|\varepsilon_\parallel|<2t$; other in-plane wavevectors contribute nothing to $\delta$ in this limit. With $v=2t\sin\theta_F$, the slope of $G$ jumps by $-2v$ at both. Integrating by parts twice,
\begin{equation}
G_m=-\frac1{2\pi m^2}\int_{-\pi}^{\pi}G''\cos m\theta\,d\theta
\simeq\frac{2v\cos m\theta_F}{\pi m^2},
\end{equation}
where the smooth part of $G''$ contributes at order $1/m^3$. Setting $m=2l(N+1)$ in (\ref{alias}) and multiplying by $N+1$, one in-plane wavevector with $|\varepsilon_\parallel|<2t$ contributes
\begin{equation}
\delta(N)\simeq\frac{v}{\pi(N+1)}\sum_{l=1}^{\infty}\frac{\cos[2l(N+1)\theta_F]}{l^2}.
\end{equation}
On a fixed in-plane mesh this falls as $1/N$ and oscillates. For $\varepsilon_\parallel=0$, $\theta_F=\pi/2$ and $v=2t=4$ eV. The sum is $\pi^2/6$ for odd $N$ and $-\pi^2/12$ for even $N$. The condition $\cos k_y=-\cos k_x$ holds at 14 of the 64 mesh points. In this limit they contribute together about $+25$ meV at $N=17$ and $-12$ meV at $N=18$; the other mesh points with $|\varepsilon_\parallel|<2t$ add oscillating terms of their own.

At 300 K, $kT=0.026$ eV, and the calculated slabs scatter about their fitted line by 17 meV (root mean square), the size this estimate suggests. With $kT=0.4$ eV the scatter is 0.04 meV. The room-temperature fit gives 0.601 J/m$^2$, against 0.609 from (\ref{surface}) on the same $8\times8$ mesh.

\textbf{Q:} Once the points lie on a line, is the surface energy converged?

\textbf{A:} Not necessarily. Equal settings give a straight line once $\delta(N)$ is negligible, but a straight line does not prove that the settings are equal. Suppose the smearing follows $0.4\sqrt{1+2.4/N}$ eV, falling from 0.438 eV at $N=12$ to 0.420 eV at $N=24$. The points still lie within 0.06 meV (root mean square) of a line, yet the fit gives 0.521 J/m$^2$ instead of 0.607. Nor does a straight line show that the settings are adequate. Formula (\ref{surface}) still contains the in-plane average. At 300 K it gives 0.609 J/m$^2$ with an $8\times8$ mesh and 0.615 with $96\times96$; no fit at fixed mesh can remove that difference. With $kT=0.4$ eV the $8\times8$ and $48\times48$ results agree within about 0.0001 J/m$^2$, although their bulk energies differ by 3 meV. By (\ref{surface}), the edge average must have shifted by nearly the same 3 meV. That cancellation is an accident of this mesh: $10\times10$ gives 0.6085 J/m$^2$ and $12\times12$ gives 0.6059, against 0.6071 for $48\times48$. Repeat the whole series with a denser mesh and compare intercepts.

\section*{Back to the contact metal}

\textbf{Q:} How close is this to the aluminium in my contacts?

\textbf{A:} The spacing and the filled band width of 12 eV are roughly those of aluminium, about 0.29 nm and 11 eV. The lattice and the electron count are not: aluminium is face-centred cubic with three valence electrons. The smearing of 0.4 eV is a numerical device, far above room temperature. On dense in-plane meshes, going from 0.4 eV to 300 K changes $\gamma$ from 0.607 to 0.615 J/m$^2$.

The largest omission that I can size is the repulsion between atoms. Let hopping and repulsion decay as $e^{-qx}$ and $e^{-px}$ with relative stretch $x$, and let $\Phi$ be the repulsion per bond at $x=0$. Scaling all hoppings changes the free energy at the rate of the band internal energy $U<0$. With three bonds per atom, bulk equilibrium requires
\begin{equation}
-qU-3p\Phi=0,\qquad \Phi=\frac{q|U|}{3p}.
\end{equation}
For round values $q=3$ and $p=9$, $\Phi=0.441$ eV. A slab has $2N$ in-plane and $N-1$ perpendicular bonds per surface cell, so repulsion adds $(3N-1)\Phi$. The part $3N\Phi$ appears equally in the bulk and cannot cause drift. The part $-\Phi$ lowers $\gamma$ by 0.393 J/m$^2$, to about 0.21. This is a 65\% reduction, and the result is well below the rough 1 J/m$^2$ of real aluminium. Its size depends strongly on the assumed ratio $q/p=1/3$: a ratio of $1/4$ would leave 0.31 J/m$^2$, and $1/2$ only 0.02.

With $q=3$ and $p=9$, relaxing the outer spacing alone lowers $\gamma$ by a further 0.004 J/m$^2$, and by 0.005 when the next few spacings relax as well. A simple estimate for vibrations is three to four times as large. If a surface atom loses one of two equal perpendicular springs while its neighbours are held still, its perpendicular frequency drops by a factor of $\sqrt2$, and its classical free energy falls by $kT\ln\sqrt2=\tfrac12kT\ln2$. At 300 K this lowers $\gamma$ by 0.016 J/m$^2$. Magnetism and electron correlation are outside the model and have not been sized.

A real contact also has two different faces, one against the semiconductor and one against air or oxide. For a free-standing metal slab with unlike faces the intercept is $A(\gamma_1+\gamma_2)$, so the fit gives their sum and cannot separate them. If the semiconductor is part of the cell, the intercept also contains its bulk energy and the energy of its outer face. The model gives no value for such an interface. What carries over is the procedure, provided that the added layers are identical, the settings are fixed and the faces are far enough apart. The energies of all 13 slabs are in the numerical output, if you want to draw the line yourself.

\section*{Computed values}
\begin{verbatim}
hopping t = 2.0 eV, spacing a = 0.3 nm, smearing kT = 0.4 eV
filled band width 6t = 12.0 eV; area A = 0.09 nm^2
1 eV/nm^2 = 0.16022 J/m^2; slab in-plane mesh 8x8
bulk energy per atom (eV):
  8x8x8 -4.03580; 48x48x48 -4.04724; 8x8x400 -4.04425
N, E(N) in eV, then gamma_N in J/m^2 with these three references:
  12   -47.84903   0.5167   0.6390   0.6071
  13   -51.89308   0.5094   0.6418   0.6072
  14   -55.93742   0.5018   0.6444   0.6072
  15   -59.98163   0.4943   0.6471   0.6072
  16   -64.02590   0.4867   0.6497   0.6072
  17   -68.07015   0.4792   0.6524   0.6072
  18   -72.11441   0.4717   0.6550   0.6072
  19   -76.15866   0.4642   0.6577   0.6072
  20   -80.20291   0.4566   0.6604   0.6072
  21   -84.24716   0.4491   0.6630   0.6072
  22   -88.29142   0.4416   0.6657   0.6072
  23   -92.33567   0.4341   0.6683   0.6072
  24   -96.37992   0.4265   0.6710   0.6072
drift of gamma_N per layer (J/m^2), same order:
  -0.007524  0.002662  0.000003
fit slope = -4.04425 eV per layer
fit intercept 2A*gamma = 0.68208 eV
surface formula 2A*gamma = 0.68215 eV
cut ring of 40 layers 2A*gamma = 0.68215 eV
gamma from fit = 3.7893 eV/nm^2 = 0.6071 J/m^2
rms scatter about fit = 0.0421 meV
noise 1.0 meV per slab: intercept deviation, law 1.363 meV
  same from random trials 1.361 meV
mesh 6x6 from N=18 on: fitted gamma = 0.8807 J/m^2
smearing at 300 K = 0.02585 eV; rms scatter = 17.157 meV
  8x8 gamma at 300 K: fit 0.6009, formula 0.6090 J/m^2
gamma, 48x48 in-plane mesh, kT = 0.4 eV: 0.6071 J/m^2
gamma, 96x96 in-plane mesh, 300 K: 0.6147 J/m^2
neglected effects:
  decay constants: hopping q = 3, repulsion p = 9
  pair repulsion per bond = 0.4413 eV; shifts gamma by -0.3928 J/m^2
  outer spacing relaxes by -1.82 %; lowers gamma by 0.0044 J/m^2
  surface vibrations at 300 K shift gamma by -0.0159 J/m^2
\end{verbatim}
